\section*{Maximum detuning of a cavity soliton from its energy balance}

\section*{The problem}

A ring resonator with a Kerr nonlinearity is driven by a continuous-wave laser and carries one short bright pulse, a cavity soliton. As the laser is tuned further to the red of the resonance, the pulse becomes shorter and taller, until it can no longer be sustained. The problem is to find the detuning at which this happens.

Atomic units with $\hbar=1$ are used in the algebra. The field $A(\varphi,t)=\sum_m a_m e^{im\varphi}$ depends on the ring angle $\varphi$ in a frame turning at the group velocity. It is normalised so that the average of $|A|^2$ over the ring is the photon number, and the factor $e^{-i\omega_p t}$ of the pump is removed. The detuning $\delta=\omega_0-\omega_p$ is positive when the pump lies to the red of the resonance $\omega_0$. The resonances are $\omega_m=\omega_0+D_1m+\tfrac12D_2m^2$ with $D_2>0$ (anomalous dispersion). Photons are lost at the total rate $\kappa$, of which $\kappa_{ex}$ goes into the bus waveguide. The pump power in the bus is $P$.

\section*{(a) Field equation and scaling}

\textit{Write the equation for $A$ and bring it to a form with two parameters.}

\textbf{Solution.} One photon in the mode volume $V$ has energy density $\omega_0/V$ and intensity $I=(c/n_g)\,\omega_0/V$, with $n_g$ the group index. The index rises by $n_2I$. Keeping the optical path per round trip resonant requires $n_g\Delta\omega+\omega_0n_2I=0$, so each photon lowers the resonance by
\begin{equation}
g=\frac{\omega_0^2\,c\,n_2}{n_g^2V}.
\end{equation}

For the drive, let $s$ be the incoming amplitude with $|s|^2=P/\omega_0$ photons per unit time. The outgoing amplitude is $s-\sqrt{\kappa_{ex}}\,a$, with phases chosen suitably. Without internal loss, photon conservation gives
\[
\frac{d|a|^2}{dt}=|s|^2-|s-\sqrt{\kappa_{ex}}a|^2=-\kappa_{ex}|a|^2+2\sqrt{\kappa_{ex}}\,\mathrm{Re}(s^*a),
\]
so $s$ enters $da/dt$ with the factor $\sqrt{\kappa_{ex}}$. Since $m^2$ acts as $-\partial_\varphi^2$,
\begin{equation}
A_t=-\Big(\frac{\kappa}{2}+i\delta\Big)A+ig|A|^2A+\frac{iD_2}{2}A_{\varphi\varphi}+\sqrt{\frac{\kappa_{ex}P}{\omega_0}} .
\end{equation}

Now set $\tau=\kappa t/2$, $\theta=\varphi\sqrt{\kappa/2D_2}$, $\psi=A\sqrt{2g/\kappa}$ and $\zeta=2\delta/\kappa$, and multiply the equation by $(2/\kappa)\sqrt{2g/\kappa}$. The Kerr coefficient becomes $(2g/\kappa)|A|^2=|\psi|^2$. The dispersion coefficient becomes $(D_2/\kappa)(\kappa/2D_2)=\tfrac12$. The result is the Lugiato--Lefever equation
\begin{equation}
\psi_\tau=-(1+i\zeta)\psi+i|\psi|^2\psi+\tfrac{i}{2}\psi_{\theta\theta}+f,
\qquad f^2=\frac{8g\kappa_{ex}P}{\kappa^3\omega_0}.
\label{lle}
\end{equation}

\section*{(b) Parametric threshold}

\textit{Find the least pump power at which a uniform field can amplify sidebands.}

\textbf{Solution.} A uniform steady field with $\rho=|\psi_0|^2$ obeys $[1+i(\zeta-\rho)]\psi_0=f$, hence
\begin{equation}
f^2=\rho\,[1+(\rho-\zeta)^2].
\label{cw}
\end{equation}
Insert $\psi=\psi_0+u\,e^{ik\theta}+w^*e^{-ik\theta}$ and keep linear terms. With $\sigma=\zeta+k^2/2-2\rho$,
\[
u_\tau=-(1+i\sigma)u+i\psi_0^2w,\qquad w_\tau=-(1-i\sigma)w-i\psi_0^{*2}u .
\]
For growth as $e^{\lambda\tau}$ this gives $(\lambda+1)^2+\sigma^2=\rho^2$, so $\lambda=-1\pm\sqrt{\rho^2-\sigma^2}$. The growth rate is at most $\rho-1$, and amplification requires $\rho>1$. Equation (\ref{cw}) gives $f^2\ge\rho$, so the threshold cannot lie below $f^2=1$. This value is reached at $\rho=\zeta=1$ with $\sigma=0$, that is $k^2=2$. Therefore
\begin{equation}
P_{th}=\frac{\kappa^3\omega_0}{8g\kappa_{ex}},\qquad f^2=\frac{P}{P_{th}} .
\end{equation}
This threshold is minimised over detuning, with $k$ treated as continuous.

\section*{(c) The pulse at large detuning}

\textit{Find the shape of the pulse for $\zeta\gg1$ when $f^2$ is of order $\zeta$.}

\textbf{Solution.} Put $\psi=\sqrt\zeta\,u$, $x=\sqrt\zeta\,\theta$, $T=\zeta\tau$ and divide (\ref{lle}) by $\zeta^{3/2}$:
\begin{equation}
u_T=-(\epsilon+i)u+i|u|^2u+\tfrac i2u_{xx}+h,\qquad \epsilon=\frac1\zeta,\quad h=\frac{f}{\zeta^{3/2}} .
\label{scaled}
\end{equation}
Loss and pump are both of order $1/\zeta$. To leading order the steady pulse obeys $\tfrac12u_{xx}-u+|u|^2u=0$. This equation keeps $\mathrm{Im}(u^*u_x)$ constant in $x$. The constant vanishes for a localised pulse, so $u=U(x)e^{i\chi}$ with real $U$ and constant $\chi$. Multiplying $U''=2U-2U^3$ by $2U'$ and integrating gives $U'^2=2U^2-U^4$, where the constant is zero because $U$ decays. The solution is $U=\sqrt2\,\mathrm{sech}(\sqrt2x)$, since then $U'^2=2U^2\tanh^2(\sqrt2x)=2U^2(1-U^2/2)$. In the earlier variables
\begin{equation}
\psi=B\,\mathrm{sech}(B\theta)\,e^{i\chi},\qquad B=\sqrt{2\zeta}.
\label{sech}
\end{equation}
Detuning fixes both height and width. The phase $\chi$ relative to the pump is still free.

\section*{(d) Work against loss}

\textit{Use the energy balance to fix $\chi$, and deduce the largest detuning.}

\textbf{Solution.} Multiply (\ref{lle}) by $\psi^*$ and add the complex conjugate. The detuning and Kerr terms are imaginary and cancel, and dispersion leaves a derivative:
\[
\partial_\tau|\psi|^2=-2|\psi|^2+2f\,\mathrm{Re}\,\psi-\partial_\theta\,\mathrm{Im}(\psi^*\psi_\theta).
\]
The derivative integrates to zero around the ring. The pulse stands on a weak uniform background $\psi_b\approx-if/\zeta$, which balances by itself, $|\psi_b|^2=f\,\mathrm{Re}\,\psi_b$. Subtracting it gives, in the steady state,
\begin{equation}
\int\big(|\psi|^2-|\psi_b|^2\big)d\theta=f\int\mathrm{Re}(\psi-\psi_b)\,d\theta .
\label{balance}
\end{equation}
Interference between pulse and background contributes at most about $2\pi f/\zeta$ on the left. Relative to the pulse energy $2B$ this is of order $1/\zeta$, so the profile (\ref{sech}) can be used for $\psi-\psi_b$. Its integrals are
\[
\int B^2\mathrm{sech}^2(B\theta)\,d\theta=B\big[\tanh y\big]_{-\infty}^{\infty}=2B,\qquad
\int B\,\mathrm{sech}(B\theta)\,d\theta=\big[2\arctan e^y\big]_{-\infty}^{\infty}=\pi .
\]
The balance reads $2B=\pi f\cos\chi$, or
\begin{equation}
\cos\chi=\frac{\sqrt{8\zeta}}{\pi f}.
\end{equation}
A real phase needs $\cos\chi\le1$, and therefore
\begin{equation}
\boxed{\;\zeta\le\zeta_{max}=\frac{\pi^2}{8}\,\frac{P}{P_{th}},\qquad
\delta_{max}=\frac{\pi^2\kappa}{16}\frac{P}{P_{th}}=\frac{\pi^2g\,\kappa_{ex}P}{2\kappa^2\omega_0}\;}
\label{limit}
\end{equation}

The area under the sech amplitude is $\pi$ whatever its height, so the largest work the pump can do does not depend on detuning. The loss grows as $\sqrt\zeta$. The pulse compensates by turning its phase towards that of the pump, and at $\chi=0$ nothing is left in reserve. Several well-separated pulses have the same limit, because both sides of the balance are multiplied by their number.

\section*{(e) Accuracy of the limit}

\textit{Find the order of the first correction and compare with the full equation.}

\textbf{Solution.} Take the complex conjugate of the steady form of (\ref{scaled}) and multiply by $-1$:
\[
0=-(-\epsilon+i)u^*+i|u|^2u^*+\tfrac i2u^*_{xx}+(-h).
\]
If $u$ is a solution for $(\epsilon,h)$, then $u^*$ is one for $(-\epsilon,-h)$. The ratio $h/\epsilon=f/\sqrt\zeta$ is unchanged, so its critical value is an even function of $\epsilon$. If it has a power series, the first relative correction to (\ref{limit}) is of order $1/\zeta^2$; the terms of order $1/\zeta$ cancel.

To test this, the steady form of (\ref{lle}) was solved numerically without assuming a sech profile, and the largest detuning on the soliton branch was located:
\begin{center}
\begin{tabular}{rccc}
$P/P_{th}$ & $\pi^2P/8P_{th}$ & numerical $\zeta_{max}$ & relative difference\\
10 & 12.3370 & 12.3366 & $-3.5\times10^{-5}$\\
20 & 24.6740 & 24.6738 & $-8.7\times10^{-6}$\\
40 & 49.3480 & 49.3479 & $-2.2\times10^{-6}$\\
80 & 98.6960 & 98.6960 & $-5.4\times10^{-7}$
\end{tabular}
\end{center}
The difference is relative to the analytic value. The last doubling of the pump reduces it by a factor 4.006, as a second-order correction requires. Its size is about $-0.005/\zeta^2$, so the law is already accurate at moderate detuning. This is accuracy with respect to equation (\ref{lle}), not to a device.

\section*{(f) What happens at the limit}

\textit{Two phases $\pm\chi$ satisfy the balance. Which is stable, and how does the pulse disappear?}

\textbf{Solution.} Let $B$ and $\chi$ vary slowly. Without loss, (\ref{lle}) is $i\psi_\tau=\delta H/\delta\psi^*$ with
\[
H=\int\Big(\zeta|\psi|^2+\tfrac12|\psi_\theta|^2-\tfrac12|\psi|^4+2f\,\mathrm{Im}\,\psi\Big)d\theta .
\]
For the sech pulse the four terms are $2\zeta B$, $B^3/3$, $-2B^3/3$ and $2\pi f\sin\chi$, so $H=2\zeta B-B^3/3+2\pi f\sin\chi$. With $N=\int|\psi|^2d\theta=2B$, the Lagrangian $\int\tfrac i2(\psi^*\psi_\tau-\psi\psi^*_\tau)d\theta-H$ becomes $-N\chi_\tau-H$. Its variations give $\chi_\tau=-\partial H/\partial N$ and $N_\tau=\partial H/\partial\chi$. Loss adds $-2N$ to $N_\tau$. Hence
\begin{equation}
B_\tau=-2B+\pi f\cos\chi,\qquad \chi_\tau=\tfrac12B^2-\zeta .
\end{equation}
Small deviations obey $\delta B_\tau=-2\,\delta B-\pi f\sin\chi\,\delta\chi$ and $\delta\chi_\tau=B\,\delta B$, with rates
\begin{equation}
\lambda=-1\pm\sqrt{1-\pi fB\sin\chi}.
\label{rates}
\end{equation}
For $\sin\chi>0$ both rates have negative real parts. For $\sin\chi<0$ one rate is positive. In this approximation the stable and unstable pulses merge at $\chi=0$ and vanish together, a saddle-node bifurcation. This two-variable model says nothing about changes of pulse shape.

The full linearised equation was therefore examined at $P/P_{th}=9.38$. Apart from the neutral shift of the pulse along the ring, the largest growth rate is $-1.00$ on the branch $\sin\chi>0$ at $\zeta=10.82$, and $+2.48$ on the other branch at $\zeta=10.77$. Equation (\ref{rates}) gives $2.57$ for the latter. The stability of the branch $\sin\chi>0$ does not extend to all smaller detunings: at this pump the full linearised equation gives a growing oscillation of the pulse at $\zeta=5$, with a growth rate of about $0.11$, which the two-variable model misses. In a time integration at the same pump, the numerical limit being 11.57, slow tuning to $\zeta=11.40$ left a pulse of peak $|\psi|^2=23.0$, close to $2\zeta$. Tuning on to $\zeta=11.75$ destroyed it. The remaining value, 0.068, is that of the background, $f^2/\zeta^2$.

\section*{(g) Comparison with the uniform hot state}

\textit{Up to what detuning does the strongly excited uniform state exist at the same pump?}

\textbf{Solution.} Solving (\ref{cw}) for the detuning on the far side gives $\zeta=\rho+\sqrt{f^2/\rho-1}$, with $\rho\le f^2$. Put $\rho=f^2-r$ with $r\ll f^2$. Then $\zeta\approx f^2-r+\sqrt r/f$, which is largest at $\sqrt r=1/(2f)$:
\begin{equation}
\zeta_{hot}\approx f^2+\frac{1}{4f^2}.
\end{equation}
For $f^2=9.381$ this is 9.408, in agreement with the numerical maximum. The soliton lasts to 11.57, a factor 1.23 further, and the ratio tends to $\pi^2/8$ at strong pumping. Over this interval of detuning the soliton survives although the hot uniform state has ended. The value $\zeta_{hot}$ limits the existence of the uniform state, not its stability: by part (b), a uniform field with $\rho\approx f^2>1$ amplifies sidebands near $k^2=2(2\rho-\zeta)$.

\section*{(h) A silicon nitride microring}

\textit{Evaluate the limit for a device and estimate what the model omits.}

\textbf{Solution.} Rough typical values are taken: wavelength 1550~nm, $n_g=2.1$, $n_2=2.4\times10^{-19}$~m$^2$/W, mode area 1.5~$\mu$m$^2$, $D_1/2\pi=100$~GHz, $D_2/2\pi=1$~MHz, $\kappa/2\pi=20$~MHz and $\kappa_{ex}=\kappa/2$. The Kerr shift per photon is $g/2\pi=0.189$~Hz and the threshold is $P_{th}=0.426$~mW. A pump of 4.0~mW in the bus gives
\[
\frac{P}{P_{th}}=\frac{4.0}{0.4264}=9.38,\qquad \zeta_{max}=1.2337\times9.38=11.57,
\]
\[
\frac{\delta_{max}}{2\pi}=11.57\times\frac{20\ \mathrm{MHz}}{2}=116\ \mathrm{MHz},
\]
or $4.8\times10^{-7}$~eV. The intensity falls to half at $B\theta=\mathrm{arcosh}\sqrt2=0.881$. In time the full width is $1.763\sqrt{D_2/2\delta}/D_1=184$~fs at the limit.

The linewidth belongs to a low-loss ring. At 100~MHz, with the other values and the coupling ratio fixed, $P_{th}\propto\kappa^2$ would be 25 times larger, about 11~mW, and 4~mW would not reach threshold. The sideband number at threshold, $\sqrt{\kappa/D_2}=4.5$, must in reality be an integer. Choosing 4 gives $k^2/2=0.8$. The point $\sigma=0$, $\rho=1$ then lies at $\zeta=1.2$ with $f^2=1.04$, an upper bound. Minimising $f^2$ along $\rho^2-\sigma^2=1$ gives $f^2=1.015$ near $\zeta=1.085$, $\rho=1.009$, so the true threshold is about 1.5\% higher.

Apart from heating, which is treated below, the largest of the omissions sized here is the delayed Raman part of the Kerr response. The pulse travels towards increasing angle, so the intensity a time $T_R$ earlier at a fixed point of the ring is the one found at $\varphi+D_1T_R$ in the moving frame. To first order in the delay this adds $+is\,\psi\,\partial_\theta|\psi|^2$ to (\ref{lle}), with $s=T_RD_1\sqrt{\kappa/2D_2}=0.0079$ for a rough effective delay $T_R=4$~fs. This term changes the momentum $\int\mathrm{Im}(\psi^*\psi_\theta)d\theta$ at the rate $-s\int(\partial_\theta|\psi|^2)^2d\theta=-\tfrac{16}{15}sB^5$, while loss damps it at twice its value $2BK$. The pulse thus acquires a wavenumber $K=-\tfrac4{15}sB^4$, a shift to lower frequency. The program counts the angle in the opposite direction, which reverses the sign of the term and of $K$ but leaves the limit unchanged. The pump work falls, so that at the limit $2B=\pi f\,\mathrm{sech}(\pi K/2B)$. The pulse also drifts at speed $K$, and a constant phase at its centre requires $\zeta=\tfrac12(B^2+K^2)$. Solving these relations gives a limit 5.8\% lower. The full equation with the Raman term gives 5.7\%, which brings 116~MHz down to about 109~MHz. This figure belongs to the first-order term: a response of finite length with the same $T_R$, a fraction 0.2 decaying exponentially in 20~fs, gives 5.3\%, so the shape of the response matters at the level of about half a percent of the limit. Third-order dispersion of $D_3/2\pi=1$~kHz on its own changes the limit by about $10^{-4}$\%. Once the Raman term has moved the pulse away from the pumped mode it acts at first order and changes the limit by about $0.05$\%, up or down according to the sign of $D_3$.

Two pump photons carry 1.60~eV, well below the rough gap of 4.5~eV, so two-photon absorption is left out. In crystalline silicon at this wavelength it could not be. Heating acts differently. If a tenth of the 0.235~mW lost inside the ring becomes heat, a slab estimate of 300~K/W for the oxide gives 0.007~K and lowers the resonance by 16~MHz. Equation (\ref{limit}) refers to this heated resonance; measured from the cold one, the limit lies near 132~MHz before the Raman correction. The absorbed fraction and thermal resistance are rough, and so is this shift. Mode crossings, noise and wavelength-dependent coupling are not included. The inputs and the main computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
threshold scan: least f^2 = 1.000000 (no unit)
  at zeta = 1.000, rho = 1.000000
P/P_th, law, numerical zeta_max, relative error (no units)
   10   12.33701   12.33657  -3.548e-05
   20   24.67401   24.67380  -8.670e-06
   40   49.34802   49.34792  -2.155e-06
   80   98.69604   98.69599  -5.380e-07
error ratio, pump 40 to 80: 4.006
pump 80: pulse energy/(2B) = 0.99991
pump 80: pulse overlap/pi = 0.99991
rough silicon nitride ring inputs:
  wavelength 1550 nm; group index 2.1
  Kerr index 2.4e-19 m^2/W; mode area 1.5 um^2
  mode spacing 100 GHz; linewidth 20 MHz
  D2/2pi 1.0 MHz; D3/2pi 1.0 kHz
  external/total loss 0.50; pump 4.0 mW
ring length: 1.4276 mm
Kerr shift per photon: 0.1889 Hz
parametric threshold: 0.4264 mW
pump/threshold: 9.3814
analytic zeta_max: 11.5739
numerical zeta_max: 11.5734
grid shift of zeta_max, 160 to 224 points: -3.90e-12
analytic detuning limit: 115.74 MHz
  same limit: 4.7866e-07 eV
pulse intensity FWHM at limit: 184.4 fs
uniform hot state ends at zeta: 9.4082
branch test at zeta: 10.8226, 10.7693
largest growth, sin(phase)>0: -1.0000 kappa/2
largest growth, sin(phase)<0: 2.4783 kappa/2
evolution below fold: zeta 11.3998, peak 22.999
evolution above fold: zeta 11.7470, peak 0.068
Raman delay, rough input: 4.0 fs
limit change from Raman delay: -5.66 %
limit change from third-order dispersion: 0.0001 %
two pump photons: 1.600 eV; rough gap 4.5 eV
intracavity photons at fold: 2.919e+07
intrinsic power loss: 0.2351 mW
absorbed fraction, rough input: 0.10
oxide thickness 3.0 um; heat width 5.0 um
oxide conductivity, rough: 1.4 W/(m K)
thermo-optic coefficient, rough: 2.5e-05 1/K
slab thermal resistance: 300.2 K/W
heating: 0.00706 K; resonance shift 16.25 MHz
\end{verbatim}
